# Oscillator Strength of the Brightest Exciton in an Open J-Aggregate Chain

## Problem

A row of \(N\ge 2\) identical dye molecules has two free ends. Each molecule has one electronic transition of energy \(E_0\), and all transition dipoles are equal in size and direction. Neighbours exchange their excitation through a real coupling \(J\); more distant pairs are uncoupled. For a J-aggregate \(J<0\), and we take \(E_0>2|J|\). With \(|n\rangle\) denoting the state in which molecule \(n\) alone is excited,

\[
H=E_0\sum_{n=1}^{N}|n\rangle\langle n|+J\sum_{n=1}^{N-1}\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big).
\]

The molecules start in their ground state. Light has the same phase at all of them and is polarised along their dipoles. Disorder and vibrations are ignored.

(a) Find the exciton energies and states.

(b) Find the squared transition dipole \(F_k\) of each exciton, in units of that of one molecule.

(c) The oscillator strength of exciton \(k\) is proportional to \(E_kF_k\). Which exciton is the brightest?

(d) What share of the total oscillator strength does it carry when \(N\) is large, and where is the rest?

"Total" means the sum over this exciton band, which derives from one transition per molecule.

## Hints

1. Add fictitious sites \(0\) and \(N+1\) on which the amplitude vanishes. The end molecules then obey the same equation as the others.
2. To sum \(\sin n\theta\) over \(n\), multiply by \(2\sin(\theta/2)\) and let the terms cancel in pairs.
3. Total strengths need no sum over excitons: use the completeness of the eigenstates and the state \(|S\rangle=\sum_n|n\rangle\).
4. For the limit, use \(\sin x<x<\tan x\) for \(0<x<\pi/2\).

## Solution

### (a) Energies and states

The coupling moves an excitation but does not create or destroy one. The state with no excitation is therefore an eigenstate, and light acting once on it reaches only the one-exciton states, on which \(H\) acts.

Write an eigenstate as \(\sum_n\varphi(n)|n\rangle\). Its amplitudes obey

\[
J[\varphi(n-1)+\varphi(n+1)]=(E-E_0)\varphi(n),\qquad \varphi(0)=\varphi(N+1)=0 .
\]

The boundary conditions remove the neighbours that the end molecules lack. Try \(\varphi(n)\propto\sin n\theta\), which vanishes at \(n=0\). Since \(\sin(n-1)\theta+\sin(n+1)\theta=2\cos\theta\,\sin n\theta\), the recursion holds with \(E=E_0+2J\cos\theta\). The condition at \(N+1\) requires \(\theta_k=\pi k/(N+1)\).

For the norm, use \(\sin^2 n\theta_k=\tfrac12(1-\cos 2n\theta_k)\). The geometric sum of \(e^{2in\theta_k}\) over \(n=0,\dots,N\) is zero, because \(e^{2i(N+1)\theta_k}=1\) while \(e^{2i\theta_k}\ne1\). Removing the term \(n=0\) leaves \(\sum_{n=1}^N\cos2n\theta_k=-1\), so \(\sum_{n=1}^N\sin^2n\theta_k=(N+1)/2\). Hence

\[
\varphi_k(n)=\sqrt{\frac{2}{N+1}}\,\sin\frac{\pi kn}{N+1},\qquad
E_k=E_0+2J\cos\frac{\pi k}{N+1},\qquad k=1,\dots,N .
\]

The cosine falls steadily between \(0\) and \(\pi\), so these are \(N\) different eigenvalues of an \(N\times N\) matrix. The set is complete, and its states are orthogonal. For \(J<0\), \(k=1\) is the lowest state.

### (b) Transition dipoles

Light creates the unnormalised state \(|S\rangle\), so \(F_k=\big[\sum_n\varphi_k(n)\big]^2\). By hint 2,

\[
2\sin\tfrac{\theta}{2}\sum_{n=1}^{N}\sin n\theta
=\sum_{n=1}^{N}\Big[\cos\big(n-\tfrac12\big)\theta-\cos\big(n+\tfrac12\big)\theta\Big]
=\cos\tfrac{\theta}{2}-\cos\big(N+\tfrac12\big)\theta .
\]

For \(\theta=\theta_k\), \((N+\tfrac12)\theta_k=\pi k-\theta_k/2\), whose cosine is \((-1)^k\cos(\theta_k/2)\). With \(a=\pi/[2(N+1)]\), so that \(\theta_k/2=ka\),

\[
\sum_{n=1}^{N}\sin n\theta_k=\frac{1-(-1)^k}{2}\cot ka,
\qquad
F_k=\begin{cases}\dfrac{2}{N+1}\cot^2 ka,& k\ \text{odd},\\[2mm] 0,& k\ \text{even}.\end{cases}
\]

The even states are antisymmetric about the middle of the chain, and their two halves cancel.

### (c) The brightest exciton

For \(J<0\), use \(\cos2ka=1-2\sin^2ka\):

\[
E_k=E_0-2|J|\cos 2ka=(E_0-2|J|)+4|J|\sin^2 ka .
\]

Multiplying by \(F_k\) for odd \(k\) gives

\[
E_kF_k=\frac{2}{N+1}\Big[(E_0-2|J|)\cot^2 ka+4|J|\cos^2 ka\Big].
\]

Here \(0<ka<\pi/2\), the first coefficient is positive, and both terms fall as \(k\) rises. The lowest exciton, \(k=1\), is therefore the brightest for every \(N\), even though the factor \(E_k\) favours higher states.

### (d) Its share

Completeness gives the two totals:

\[
\sum_kF_k=\langle S|S\rangle=N,\qquad
\sum_kE_kF_k=\langle S|H|S\rangle=NE_0+2(N-1)J .
\]

Each of the \(N-1\) bonds contributes twice to the second total, once for each direction of transfer. The share of the brightest exciton is thus

\[
s_1=\frac{E_1F_1}{NE_0+2(N-1)J}
=\frac{F_1}{N}\;\frac{E_1}{E_0+2J(1-1/N)} .
\]

From hint 4, \(\cot^2x<1/x^2\) and \(\cot^2x=1/\sin^2x-1>1/x^2-1\). Put \(x=a\), where \(1/a^2=4(N+1)^2/\pi^2\), and multiply by \(2/[N(N+1)]\):

\[
\frac{8}{\pi^2}\,\frac{N+1}{N}-\frac{2}{N(N+1)}<\frac{F_1}{N}<\frac{8}{\pi^2}\,\frac{N+1}{N}.
\]

Both bounds tend to \(8/\pi^2\). In the other factor of \(s_1\), numerator and denominator both tend to \(E_0+2J\), which is positive, so that factor tends to 1. Therefore

\[
\boxed{\,s_1\longrightarrow\frac{8}{\pi^2}\approx0.811\,}
\]

The limit depends on neither \(E_0\) nor \(J\), but the approach does. The energy factor is \(1-2|J|/[N(E_0-2|J|)]\) to first order in \(1/N\), so \(s_1\) approaches from below when \(E_0<4|J|\), and slowly as \(E_0\) nears \(2|J|\): for \(E_0=2.2|J|\) and \(N=50\) it is 0.70. The bounds also show that \(F_1/N=(8/\pi^2)(1+1/N)\) up to terms of order \(1/N^2\), so for long chains the dipole share approaches its limit from above.

The rest lies in \(k=3,5,\dots\). The same bounds with \(x=ka\) give \(F_k/N\to8/(\pi^2k^2)\) for each fixed odd \(k\), and the energy factor again tends to 1. The state \(k=3\) receives about 9 percent. Nothing is lost at large \(k\): for odd \(k\), \(F_k/N<16/(\pi^2k^2)\) at every \(N\), so the tail of the sum is uniformly small and the limit may be taken term by term. Since the shares \(F_k/N\) add to 1 at every \(N\), their limits do too.

### A chain of 50 molecules

Take \(E_0=2.35\) eV, \(J=-0.08\) eV and a spacing of 1 nm. These are rough values in the regime of pseudoisocyanine dye aggregates. Then

\[
E_1=2.35-0.16\cos\frac{\pi}{51}=2.190\ \text{eV},\qquad
F_1=\frac{2}{51}\cot^2\frac{\pi}{102}=41.31 .
\]

The absorption moves from 528 nm for one molecule to 566 nm. The total is \(50(2.35)-98(0.08)=109.66\) eV, so

\[
s_1=\frac{2.190\times41.31}{109.66}=0.825 .
\]

The next bright state, \(k=3\), has 0.091. At fixed \(E_0\) and \(J\), numerical diagonalisation gives \(s_1=0.8124\) for \(N=400\) and \(0.8115\) for \(N=800\). Removing the \(1/N\) term by taking twice the second minus the first gives 0.8106, as derived. These longer chains keep the uniform optical phase as a mathematical assumption. At 1 nm spacing, 400 molecules are nearly as long as the wavelength in a medium of index 1.33 (426 nm), and 800 are longer, so the assumption then holds only for light travelling perpendicular to the chain.

### What a real aggregate changes

Pseudoisocyanine aggregates have a narrow absorption band near roughly 570 nm. The model's 566 nm lies close to it because the parameters were chosen in that regime, so this is no test of the model. Unless the disorder is only a few meV, the assumption that matters most here is equal site energies. Independent Gaussian site disorder with a standard deviation of 20 meV, a rough size for such dyes, lowers the mean share of the brightest state from 0.825 to 0.33. With 1 meV it is still 0.80.

The reason can be estimated. Disorder of standard deviation \(\sigma\) couples \(k=1\) to \(k=2\) through a random matrix element of variance

\[
\sigma^2\sum_n\varphi_1^2(n)\varphi_2^2(n)=\frac{4\sigma^2}{(N+1)^2}\,\frac{N+1}{4}=\frac{\sigma^2}{N+1}.
\]

The sum follows from \(4\sin^2n\theta\sin^22n\theta=1-\tfrac12\cos2n\theta-\cos4n\theta+\tfrac12\cos6n\theta\) with \(\theta=\pi/(N+1)\). Over \(n=0,\dots,N\) the cosines sum to zero when \(N\ge3\), and the term \(n=0\) vanishes. For \(\sigma=20\) meV the typical element is \(20/\sqrt{51}=2.8\) meV, larger than the spacing \(E_2-E_1=0.91\) meV, so the states mix strongly. For 1 meV it is 0.14 meV, and the mixing is weak. This holds for 50 molecules. The element falls as \(N^{-1/2}\) but the spacing as \(N^{-2}\), so any fixed disorder dominates in a long enough chain: with 1 meV the mean share of the brightest state is about 0.69 at \(N=100\), 0.30 at \(N=400\) and 0.18 at \(N=800\). The limit \(8/\pi^2\) belongs to the ordered chain.

The other neglected effects, each added alone to the ordered chain, are smaller than that of 20 meV disorder. Disorder of 4 meV gives 0.65, close to the vibrational value below.

- **Vibrations.** One mode of 0.15 eV, with a mean of 0.6 quanta created by vertical excitation of a single molecule, lowers the share to about 0.63. The numerical output allows vibrational quanta only on the excited molecule and gives 0.684; quanta left behind on unexcited molecules lower this by a further 0.056, to 0.628. With \(E_0\) taken as the zero-quantum energy, the bright state then lies at 2.227 eV, or 557 nm.
- **Distant couplings.** Dipole coupling between all pairs, falling as the inverse cube of distance, raises the share to 0.85 and lowers \(E_1\) to 2.159 eV. The excess fades slowly with length: the share is still 0.826 at \(N=800\).
- **Optical phase.** Light travelling along the chain in a medium of index 1.33 changes its phase by about 0.74 rad over 50 nm. The share becomes 0.80. This bounds the effect for 50 molecules; it grows quickly with chain length. Light polarised along the dipoles travels perpendicular to them, and point dipoles give \(J<0\) only within \(54.7^\circ\) of the chain axis, where the phase is at most 0.60 rad and the share at least 0.81.
- **Counter-rotating terms.** Creation and destruction of excitations in pairs changes the share from 0.889 to 0.897 in a chain of eight molecules.

Temperature limits how the result can be observed. The states \(k=1\) and \(k=3\) are 2.4 meV apart, so any broadening well above this merges their lines, and the share of \(k=1\) cannot be read from the band area. At 300 K, \(k_BT=25.9\) meV, and an exciton in thermal equilibrium within the band occupies \(k=1\) with probability 0.13. Emission from a state goes as its population times \(F_k\), so in the ordered chain \(k=1\) still gives about 87 percent of the emitted light; with 20 meV of disorder the strongest emitting state gives about 40 percent. What temperature reduces is the rate: the thermal mean of \(F_k\) is about 6, against \(F_1=41.3\).

## Variation 1: close the chain into a ring

**Question.** Join molecules \(N\) and \(1\) by the same coupling \(J\), with \(N\ge3\), keeping all dipoles parallel. What share does the brightest exciton carry now?

**Solution.** Every molecule has two neighbours, so \(H_{\rm ring}|S\rangle=(E_0+2J)|S\rangle\). The state created by light is itself an eigenstate. All others can be chosen orthogonal to it and are dark, so the share is 1 for every such \(N\). For \(J<0\) and \(N\ne4\) this ring is a periodic boundary condition rather than a geometry: parallel point dipoles on a regular planar ring then give equal couplings only when they stand perpendicular to its plane, and then \(J>0\). The square is the exception, since dipoles along its diagonal make \(45^\circ\) with every bond and give four equal couplings with \(J<0\). Dipoles along the tangent give equal \(J<0\), but they are not parallel; the uniform state is then dark, and the strength goes to a degenerate pair of states, half to each when summed over the two polarisations in the plane. In the open chain, the end molecules each lack one neighbour:

\[
H|S\rangle=(E_0+2J)|S\rangle-J\big(|1\rangle+|N\rangle\big).
\]

The last term prevents \(|S\rangle\) from being an eigenstate for \(N\ge3\). The missing 19 percent is thus an effect of the ends that persists in the long-chain limit, because the lowest state is a half sine wave over the whole chain, whatever its length. This is exact for nearest-neighbour coupling.

## Variation 2: reverse the sign of the coupling

**Question.** Keep the open chain but take \(J>0\), as in an H-aggregate, still with \(E_0>2J\). Which exciton is the brightest, and what is its share?

**Solution.** The states \(\varphi_k\) and the dipoles \(F_k\) do not depend on \(J\). The energies \(E_k=E_0+2J\cos2ka\) now fall with \(k\), so \(k=1\) is the highest state. Among odd \(k\), both \(E_k\) and \(F_k\) are largest there, so it is again the brightest. The expression for \(s_1\) still holds and its energy factor tends to 1, so the limit is again \(8/\pi^2\).

For \(N=50\) and \(J=+0.08\) eV, with \(E_0\) unchanged, the bright state lies at \(2.35+0.160=2.510\) eV. Its share is \(2.510\times41.31/(117.5+7.84)=0.827\). The sign of the coupling moves the bright state from the bottom of the band to the top, while the long-chain share stays the same.

The numerical output below lists the main computed values.

## Computed results

```
molecule energy E0 = 2.350 eV = 527.6 nm
coupling J = -0.080 eV, molecules N = 50
spacing = 1.0 nm, N*spacing = 50 nm
limit 8/pi^2 = 0.810569
E_1 = 2.19030 eV = 566.1 nm
red shift E0-E_1 = 159.70 meV
k=1: F_k = 41.3129, F_k/N = 0.82626, osc. share = 0.82517
k=2: F_k = 0.0000, F_k/N = 0.00000, osc. share = 0.00000
k=3: F_k = 4.5671, F_k/N = 0.09134, osc. share = 0.09132
k=5: F_k = 1.6275, F_k/N = 0.03255, osc. share = 0.03261
sum of F_k = 50.0000
sum of E_k F_k = 109.6600 eV
N=10: F_1/N = 0.87953, osc. share = 0.87573
N=50: F_1/N = 0.82626, osc. share = 0.82517
N=100: F_1/N = 0.81854, osc. share = 0.81797
N=400: F_1/N = 0.81259, osc. share = 0.81244
N=800: F_1/N = 0.81158, osc. share = 0.81151
extrapolated F_1/N = 0.81057
extrapolated osc. share k=1 = 0.81057
extrapolated F_3/N = 0.09007
closed ring, brightest share = 1.00000
Neglected effects, share of the brightest state:
all-pair dipole coupling: 0.8495
  its lowest energy = 2.1588 eV
disorder 1 meV: 0.8030 +- 0.0017
disorder 20 meV: 0.3295 +- 0.0037
  disorder draws = 400
vibration 0.15 eV, S = 0.6: 0.6843
  its brightest energy = 2.2343 eV
light along chain, index 1.33: 0.8033
  phase across N*spacing = 0.738 rad
N=8 without counter-rotating: 0.88924, 2.19965 eV
N=8 with counter-rotating: 0.89698, 2.20017 eV
kT at 300 K = 25.85 meV
E_2-E_1 = 0.909 meV
E_3-E_1 = 2.421 meV
thermal population of k=1 = 0.1257
```
